# Shockley-Read-Hall recombination at a single trap level from detailed balance, part 2

A semiconductor has $N_t$ identical defects per unit volume, each with one level in the gap. A fraction $f$ of these traps is filled with one extra electron; the rest are empty. We seek the steady net rate $U$ per unit volume at which they remove electron-hole pairs.

The electron and hole densities are $n$ and $p$, and the capture coefficients are $c_n$ and $c_p$. The lattice is at temperature $T$, the carriers are dilute, and the electric field is assumed too weak to alter the transitions. The algebra uses atomic units: $\hbar=1$, and the electron's mass and charge magnitude are 1.

The emission coefficients are $e_n=c_nn_1$ and $e_p=c_pp_1$, with

$$
n_1=\frac{g_0}{g_1}N_ce^{(E_t-E_c)/kT},\quad
p_1=\frac{g_1}{g_0}N_ve^{(E_v-E_t)/kT},\quad n_1p_1=n_i^2.
$$

Here $g_0$ and $g_1$ are the electronic weights of the empty and filled trap, and $E_c$ and $E_v$ are the band edges. The trap level $E_t$ is a free-energy difference between relaxed charge states. The effective density of states of the conduction band, with density-of-states mass $m_c$, is

$$
N_c=2\left(\frac{m_ckT}{2\pi}\right)^{3/2},
$$

and $N_v$ is given likewise by the valence-band mass. The intrinsic density $n_i$ follows from

$$
n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2.
$$

With quasi-Fermi levels $F_n$ and $F_p$ for the two bands,

$$
np=n_i^2e^{(F_n-F_p)/kT}.
$$

The net capture rates are

$$
U_n=N_tc_n[n(1-f)-n_1f],\qquad
U_p=N_tc_p[pf-p_1(1-f)].
$$

A steady trap occupation requires $U_n=U_p=U$. At fixed $n$ and $p$, $f$ approaches its steady value as $e^{-\lambda t}$, where

$$
\lambda=c_n(n+n_1)+c_p(p+p_1),
$$

and the steady values are

$$
f=\frac{c_nn+c_pp_1}{\lambda},\qquad
1-f=\frac{c_nn_1+c_pp}{\lambda}.
$$

Q: Now put it into the rate, without skipping the cancellation.

A: Using the electron channel,

$$
\begin{aligned}
U&=\frac{N_tc_n}{\lambda}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]\\
&=\frac{N_tc_n}{\lambda}\left[c_nnn_1+c_pnp-c_nnn_1-c_pn_1p_1\right].
\end{aligned}
$$

The terms in $c_nnn_1$ cancel. They describe an electron captured from the conduction band and emitted back to it, which removes no pair. With $n_1p_1=n_i^2$,

$$
U=\frac{N_tc_nc_p(np-n_i^2)}
{c_n(n+n_1)+c_p(p+p_1)}.
$$

The hole channel gives the same result:

$$
\frac{N_tc_p}{\lambda}\left[p(c_nn+c_pp_1)-p_1(c_nn_1+c_pp)\right]
=\frac{N_tc_nc_p}{\lambda}(np-n_1p_1).
$$

This is the steady Shockley-Read-Hall rate. The denominator is positive, so the sign of $U$ is the sign of $np-n_i^2$: recombination above the intrinsic product, generation below it.

Q: Does zero rate mean that the trap has gone quiet?

A: No. Set $p=n_1p_1/n$ in the steady occupation. Then $c_p(p+p_1)=c_pp_1(n+n_1)/n$, and

$$
f=\frac{c_nn+c_pp_1}{(n+n_1)(c_n+c_pp_1/n)}
=\frac{n}{n+n_1}.
$$

The capture coefficients have dropped out, as they must for an equilibrium occupation. Electron capture continues at the rate $N_tc_nnn_1/(n+n_1)$ and emission matches it. Across an unbiased junction $n$ and $p$ can each vary by many powers of ten, yet their product stays $n_i^2$ where both are dilute, and $U$ vanishes at each point.

Q: Engineers quote lifetimes. Where are they?

A: Define $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$. The first is the mean time for an electron to be captured if all traps are empty, the second for a hole if all are filled. Dividing numerator and denominator by $N_tc_nc_p$ gives

$$
U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}.
$$

Let $n=n_0+\Delta$ and $p=p_0+\Delta$, with $n_0p_0=n_i^2$. The numerator is $\Delta(n_0+p_0+\Delta)$. In n-type material with $\Delta$, $p_0$ and $n_1$ much smaller than $n_0$, it is nearly $n_0\Delta$. If also $\tau_n(p+p_1)\ll\tau_pn_0$, then $U\simeq\Delta/\tau_p$: the traps stay full, and the wait is for a hole.

For $\Delta$ much larger than $n_0$, $p_0$, $n_1$ and $p_1$, the numerator tends to $\Delta^2$ and the denominator to $(\tau_n+\tau_p)\Delta$. The lifetime becomes $\tau_n+\tau_p$, because each pair must wait for both captures.

Q: Give me a case with numbers, and say what they stand for.

A: Take n-type silicon at 300 K with a deep acceptor in the rough regime of gold. These inputs are rough typical values: a gap of 1.12 eV, a trap 0.55 eV below the conduction edge, $c_n=2\times10^{-9}$ cm$^3$/s and $c_p=1\times10^{-7}$ cm$^3$/s. I choose $N_t=10^{13}$ cm$^{-3}$ and an equilibrium electron density $n_0=10^{16}$ cm$^{-3}$. The empty trap is neutral with an unpaired spin, so $g_0=2$; the filled trap is negative with a closed shell, so $g_1=1$. The negative charge attracts holes, which is why $c_p$ is taken larger than $c_n$.

With density-of-states masses of 1.08 for electrons and 1.00 for holes, in electron masses, $N_c=2.82\times10^{19}$ and $N_v=2.51\times10^{19}$ cm$^{-3}$. The formulas above give $n_i=1.04\times10^{10}$, $n_1=3.24\times10^{10}$ and $p_1=3.33\times10^9$ cm$^{-3}$. The lifetimes are $\tau_n=50$ µs and $\tau_p=1$ µs.

Q: Inject one per cent. I expect a lifetime of 1 µs.

A: With $\Delta=10^{14}$ cm$^{-3}$, $n=1.01\times10^{16}$ and $p=1.00\times10^{14}$ cm$^{-3}$. The quasi-Fermi levels are 0.59 eV apart, and $n_i^2$ is negligible beside $np$. The capture terms are $c_nn=2.02\times10^7$ s$^{-1}$ and $c_pp=1.00\times10^7$ s$^{-1}$; the emission terms are far smaller. Hence

$$
U\simeq\frac{10^{13}(2\times10^{-9})(10^{-7})(1.01\times10^{30})}
{3.02\times10^7}
=6.69\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}},
$$

and $\Delta/U=1.5$ µs. The excess is small beside $n_0$, but this trap is fifty times better at catching holes than electrons. The last condition for weak injection requires $\Delta\ll n_0c_n/c_p=2\times10^{14}$ cm$^{-3}$, which is not met. The filled fraction has fallen to 0.67, and holes wait longer because a third of the traps are empty.

Q: Show me that the four processes still balance.

A: Electron capture and hole capture both run at $6.69\times10^{19}$ cm$^{-3}$ s$^{-1}$. Electron emission is $4.3\times10^{14}$ and hole emission $1.1\times10^{15}$ in the same units. Subtracting each emission from its capture gives the same $U$, so the trap charge is steady.

Q: But you fixed equal excess densities while the traps lost electrons. Does charge neutrality survive?

A: Not quite. Neutrality requires the electrons lost by the traps to appear in $n$. Solving for $n$ and $f$ together by iteration, with the hole density held fixed, adds 3.3% of $\Delta$ to $n$ and changes $U$ by about 0.01%. The trap occupation settles in $1/\lambda=33$ ns, short beside 1.5 µs. A decay can therefore follow the steady formula approximately here. With many more traps, or a pulse shorter than the settling time, $n$, $p$ and $f$ need their own rate equations.

Other losses are small in this case. A rough radiative coefficient of $5\times10^{-15}$ cm$^3$/s gives 0.008% of $U$. Rough Auger coefficients of $3\times10^{-31}$ cm$^6$/s for two electrons and a hole, and $1\times10^{-31}$ cm$^6$/s for two holes and an electron, give 0.005%. Replacing the dilute distributions by Fermi distributions at the same densities, with an assumed energy dependence of the capture coefficient for each carrier, changes $U$ by about 0.001%.

Q: Now remove the carriers. Your formula becomes negative, but what is happening?

A: The trap generates pairs by emitting an electron and a hole in turn. For $n,p$ much smaller than $n_1,p_1$,

$$
U\simeq-\frac{N_tc_nc_pn_1p_1}{c_nn_1+c_pp_1}
=-N_t\frac{e_ne_p}{e_n+e_p}
=-\frac{N_t}{1/e_n+1/e_p}.
$$

The mean waits add. Here $e_n=64.9$ s$^{-1}$ and $e_p=333$ s$^{-1}$, so they are 15.4 and 3.0 ms, and $U=-5.4\times10^{14}$ cm$^{-3}$ s$^{-1}$. The trap is filled for 84% of the time because electron emission is the slower step. This ordering belongs to the chosen inputs, not to gold itself. The 0.55 eV usually quoted for gold is an activation energy, while $E_t$ is a free energy. A level only 0.05 eV higher gives $e_n\approx480$ and $e_p\approx45$ s$^{-1}$ and a filled fraction near 0.09, and measured emission rates for the gold acceptor make electron emission the faster step.

At fixed $c_n$ and $c_p$, the product $e_ne_p=c_nc_pn_i^2$ does not depend on the level. Generation is therefore largest when the sum $e_n+e_p$ is smallest, which is when the two are equal. Raising this level by 0.02 eV brings them close to equality and multiplies generation by 1.35. Lowering it by 0.02 eV multiplies generation by 0.53.

Q: What leakage current would that make in a junction?

A: Consider a one-sided junction whose lightly doped side has $10^{16}$ donors per cm$^3$, with a total band bending $V=2$ V. In a fully depleted layer of width $W$ the field rises linearly to its peak $F$, so $V=FW/2$. Poisson's equation gives $F=eN_dW/\epsilon$, where $N_d$ is the donor density, $e$ the elementary charge and $\epsilon$ the permittivity. Eliminating $W$,

$$
F=\sqrt{\frac{2eN_dV}{\epsilon}},\qquad W=\frac{2V}{F}.
$$

For a relative permittivity of 11.7, $F=0.079$ MV/cm and $W=509$ nm. If the whole width generates at the empty-region rate, the current density is $e|U|W=4.4$ nA/cm$^2$. Without field effects this is an upper estimate for the layer: where carriers remain and $np<n_i^2$, the numerator of $|U|$ is smaller and its denominator larger. The reduction is not slight. Electrons spill in from the lightly doped side and holes from the heavily doped one. With flat quasi-Fermi levels and $10^{18}$ to $10^{19}$ acceptors per cm$^3$ on the heavily doped side, only about half the width generates at more than half the full rate, and the current is about 2 nA/cm$^2$.

The generated carriers themselves do little. At a rough drift speed of $10^7$ cm/s they amount to $|U|W/(10^7\ \mathrm{cm/s})\approx3\times10^3$ cm$^{-3}$, far below $n_1$ and $p_1$. The trap takes 2.5 ms to settle, so a faster voltage step sees a transient instead.

Q: You excluded strong fields at the start, and now you have put the trap in one.

A: That is a weak assumption, and its effect can be estimated. An electron can be lifted to an energy $ukT$ below the conduction edge and tunnel out through a triangular barrier. In atomic units the semiclassical exponent, with tunnelling mass $m$, is

$$
2\int_0^{ukT/F}\sqrt{2m(ukT-Fx)}\,dx
=\frac{4\sqrt{2m}}{3F}(ukT)^{3/2}.
$$

Less lifting gains a factor $e^u$. If the emission strength is otherwise independent of energy, a common semiclassical estimate multiplies the electron emission rate by $1+\gamma$, where

$$
\gamma=\int_0^{(E_c-E_t)/kT}
\exp\left[u-\frac{4\sqrt{2m}(kT)^{3/2}}{3F}u^{3/2}\right]du.
$$

At the peak field, numerical integration gives $\gamma=1.2$ for $m=0.19$ and $0.54$ for $m=0.92$, the rough light and heavy electron masses of a silicon valley. Generation would then rise by factors of 1.8 and 1.4.

For this model that is too much. More than half of $\gamma$ comes from exponents below one, where the semiclassical formula is unreliable. For an electron in a uniform field, the exact thermal average of the local density of states is its field-free value times $\exp[F^2/(24m(kT)^3)]$, which is only 1.06 and 1.01 here. A lattice that favours emission at lower energies makes the gain larger, so the true factor depends on the defect.

A hole leaving the negative trap also has its Coulomb barrier lowered. Along the field its potential energy is $-1/(\epsilon_rr)-Fr$, where $\epsilon_r$ is the relative permittivity. The maximum lies at $r=1/\sqrt{\epsilon_rF}$ and has the value $-2\sqrt{F/\epsilon_r}$, a lowering of 0.062 eV here. In this one-dimensional estimate $e_p$ rises elevenfold, but generation by a factor of only 1.17, since electron emission limits it. Averaged over escape directions, with no lowering against the field, $e_p$ rises only about 3.4 times. With the elevenfold rise, generation grows by a factor of about 1.2 if the exact light-mass factor is used for electrons, and 2.5 if the semiclassical one is used. These are estimates at the peak field; hole tunnelling is left out.

Q: How far would you trust this for real silicon?

A: The chosen trap density belongs to silicon deliberately doped with a lifetime-reducing metal, or badly contaminated. Clean wafers can have lifetimes of the order of milliseconds, far above the microsecond found here. Gold also has a donor level, so a real gold atom has a third charge state. The single-level formula leaves that path out, and I have not sized it. For the depleted junction, the estimates above put the rise of the empty-region rate at the peak field between about 1.1 and 2.5 times (not strict bounds, since the defect's coupling to the lattice matters; if hole emission is the slower step, as for a level 0.05 eV higher, the barrier lowering alone gives about 3 to 6 times), carriers spilling in from both sides lower the current by about two, and an error of 0.02 eV in the level matters by up to about two. The leakage is thus an order-of-magnitude result. In the fully depleted estimate the peak field is about a quarter of a rough breakdown field of 0.3 MV/cm, so avalanche multiplication is not the first concern. Holes spilling in from the heavily doped side raise the field in a thin layer at the junction itself, to about 0.09 MV/cm for $10^{18}$ and 0.18 MV/cm for $10^{19}$ acceptors per cm$^3$, while the zone that generates sees only about 0.03 to 0.07 MV/cm.

Q: Chips run warm. Does the result survive at 400 K?

A: The formula does, but its two regimes respond differently. I hold the capture coefficients fixed, narrow the gap to a rough 1.093 eV, and keep the trap at the same fraction of it. Then $n_i$ rises to $5.3\times10^{12}$ cm$^{-3}$. At the same $n_0$ and $\Delta$, the injected rate falls by 0.7%, because $np$ still dwarfs $n_i^2$ while $n_1$ and $p_1$ add slightly to the denominator. In the depleted region every carrier must be emitted thermally, and generation rises by a factor of about 480. Holding the level fixed relative to the conduction edge instead gives about 350, and relative to the valence edge about 610. A real capture coefficient may vary with temperature and would change both figures.

All numerical values are calculated from the stated model.
